# The LSDA spin-flip kernel from locality and spin-rotation invariance

## The noncollinear spin-flip kernel of the local spin-density approximation

Collinear LSDA gives the exchange-correlation energy as $\int e_{\rm LSDA}(n_\uparrow,n_\downarrow)\,d^3r$. An excitation that moves an electron from an up-spin orbital to a down-spin orbital changes neither $n_\uparrow$ nor $n_\downarrow$ at first order. It creates an off-diagonal element of the spin density matrix, on which this energy does not depend. Linear-response TDDFT with the collinear functional therefore has no kernel in the spin-flip channel, and every spin-flip energy is a bare orbital-energy difference. This violates a symmetry. Without spin-orbit coupling or a magnetic field, tilting the total spin of a triplet atom costs no energy, so one spin-flip root must lie at zero. For the sulfur atom computed below, the two flips that dominate this tilt have the bare energy 2.0 eV. The missing kernel follows from rotational invariance together with locality; invariance alone is not enough.

### The energy of a noncollinear density

Hartree atomic units are used. The Hamiltonian is spin-independent and the kernel adiabatic. For two-component orbitals $\psi_{i\alpha}$ with occupations $o_i$,

$$N_{\alpha\beta}(\mathbf r)=\sum_i o_i\,\psi_{i\alpha}\psi^*_{i\beta}=\tfrac12\,(n\,\mathbb 1+\mathbf m\cdot\boldsymbol\sigma)_{\alpha\beta},\qquad N_{\uparrow\downarrow}=\tfrac12(m_x-im_y). \tag{1}$$

The potential matrix is defined by $\delta E_{xc}=\int\operatorname{tr}(V\,\delta N)\,d^3r$, that is $V_{\alpha\beta}=\delta E_{xc}/\delta N_{\beta\alpha}$. This is the matrix that acts on the spinors, since $\operatorname{tr}(VN)=\sum_i o_i\psi_i^\dagger V\psi_i$. Writing $V=v_0\mathbb 1+\mathbf B\cdot\boldsymbol\sigma$ and using $\operatorname{tr}\sigma_a=0$, $\operatorname{tr}\sigma_a\sigma_b=2\delta_{ab}$,

$$\operatorname{tr}(V\delta N)=v_0\,\delta n+\mathbf B\cdot\delta\mathbf m,\qquad V_{\uparrow\downarrow}=B_x-iB_y. \tag{2}$$

Three assumptions are made: (i) locality, $E_{xc}=\int e(N(\mathbf r))\,d^3r$ with $e(0)=0$; (ii) invariance under a global spin rotation $N\to UNU^\dagger$, $U\in SU(2)$; (iii) $e=e_{\rm LSDA}(n_\uparrow,n_\downarrow)$ for diagonal $N$.

Apply (ii) to a density equal to a constant matrix $N$ in a volume $\Omega$ and zero outside. By (i), $\Omega\,e(UNU^\dagger)=\Omega\,e(N)$, so the invariance holds point by point. Every Hermitian $N$ is diagonalized by some $U$, whose overall phase can be chosen to put it in $SU(2)$. Because $\mathbf m\cdot\boldsymbol\sigma$ is traceless with square $|\mathbf m|^2$, the eigenvalues are $n_\pm=(n\pm s)/2$ with $s=|\mathbf m|$, and (iii) gives

$$e(N)=e(n,s)\equiv e_{\rm LSDA}\!\left(\tfrac{n+s}{2},\tfrac{n-s}{2}\right). \tag{3}$$

No freedom is left. A rotation by $\pi$ about $x$ exchanges the two diagonal elements, so consistency needs $e_{\rm LSDA}(a,b)=e_{\rm LSDA}(b,a)$, which LSDA satisfies. The right side of (3), read as a function of a signed $s$, is thus even: $e(n,-s)=e(n,s)$.

Let $v_\pm$ be the first derivatives of $e_{\rm LSDA}$ at $(n_+,n_-)$, and let subscripts $n,s$ on $e$ denote partial derivatives. The chain rule on (3) gives $e_n=(v_++v_-)/2$ and $e_s=(v_+-v_-)/2$. With $\partial s/\partial m_a=\hat m_a\equiv m_a/s$ and (2),

$$V=e_n\mathbb 1+e_s\,\hat{\mathbf m}\cdot\boldsymbol\sigma. \tag{4}$$

Under a rotation $n$ and $s$ are unchanged and $\hat{\mathbf m}\cdot\boldsymbol\sigma\to U\hat{\mathbf m}\cdot\boldsymbol\sigma U^\dagger$, hence

$$V(UNU^\dagger)=U\,V(N)\,U^\dagger,\qquad [V,N]=0. \tag{5}$$

The field $\mathbf B$ lies along the line of $\mathbf m$ at each point (opposite to $\mathbf m$ where $e_s<0$) and exerts no local torque. For $N=\operatorname{diag}(n_\uparrow,n_\downarrow)$, (4) reduces to $\operatorname{diag}(v_\uparrow,v_\downarrow)$ with $v_\sigma=\partial e_{\rm LSDA}/\partial n_\sigma$. For $m_z>0$ this is $e_n\pm e_s=v_\pm$. For $m_z<0$ one has $\hat{\mathbf m}=-\hat{\mathbf z}$ and $V_{\uparrow\uparrow}=v_-$; the minority spin is now up, and the exchange symmetry of $e_{\rm LSDA}$ makes $v_-=v_\uparrow$.

### The kernel

Take a collinear reference with $m_z=n_\uparrow-n_\downarrow\neq0$ at the point considered, and an infinitesimal rotation $U=\mathbb 1+G$ with $G^\dagger=-G$. To first order $\delta N=[G,N]$, and by (5) $\delta V=[G,V]$. For a diagonal matrix $D$, $[G,D]_{\alpha\beta}=G_{\alpha\beta}(D_{\beta\beta}-D_{\alpha\alpha})$, so the diagonal elements do not change and

$$\delta N_{\uparrow\downarrow}=G_{\uparrow\downarrow}(n_\downarrow-n_\uparrow),\qquad \delta V_{\uparrow\downarrow}=G_{\uparrow\downarrow}(v_\downarrow-v_\uparrow). \tag{6}$$

The number $G_{\uparrow\downarrow}$ is an arbitrary small complex number, so every small $\delta N_{\uparrow\downarrow}$ is produced by some rotation. Eliminating it,

$$\delta V_{\uparrow\downarrow}=f^{\rm SF}\,\delta N_{\uparrow\downarrow},\qquad f^{\rm SF}=\frac{v_\uparrow-v_\downarrow}{n_\uparrow-n_\downarrow}. \tag{7}$$

Hermitian conjugation gives the same real factor for the $\downarrow\uparrow$ elements. There are no further couplings. The most general linear dependence on $\eta=\delta N_{\uparrow\downarrow}$ is $a\eta+b\eta^*$, and (7) holds for every phase of $\eta$, so $b=0$: $\delta V_{\uparrow\downarrow}$ does not depend on $\delta N_{\downarrow\uparrow}$. A change of $n_\uparrow$ or $n_\downarrow$ keeps $N$ diagonal and therefore $V$ diagonal. The Hartree potential does not respond because $\delta n=\operatorname{tr}\delta N=0$.

Locality was used in letting $G$ differ from point to point. A nonlocal functional need be invariant only under a uniform $G$. If its kernel is $f^{\rm SF}(\mathbf r,\mathbf r')$, (6) yields only the sum rule $\int f^{\rm SF}(\mathbf r,\mathbf r')\,m_z(\mathbf r')\,d^3r'=v_\uparrow(\mathbf r)-v_\downarrow(\mathbf r)$, of which (7) is the solution proportional to $\delta(\mathbf r-\mathbf r')$. Gradient-dependent functionals violate (i), and the derivation does not cover them. The price of locality is that a twist of the spin direction at fixed $n$ and $s$ costs no exchange-correlation energy.

The full second derivative shows where (7) sits. Differentiating $B_a=e_s\hat m_a$ with $\partial\hat m_a/\partial m_b=\delta_{ab}/s-m_am_b/s^3$,

$$\frac{\partial^2e}{\partial m_a\partial m_b}=e_{ss}\,\hat m_a\hat m_b+\frac{e_s}{s}\,(\delta_{ab}-\hat m_a\hat m_b),\qquad \frac{\partial^2e}{\partial n\,\partial m_a}=e_{ns}\,\hat m_a. \tag{8}$$

For $\hat{\mathbf m}=\pm\hat{\mathbf z}$, $\delta B_{x,y}=(e_s/s)\,\delta m_{x,y}$. Equations (2) and (1) give $\delta V_{\uparrow\downarrow}=(e_s/s)(\delta m_x-i\delta m_y)=(2e_s/s)\,\delta N_{\uparrow\downarrow}$, so

$$f^{\rm SF}=\frac{2e_s}{s}=\frac{v_+-v_-}{n_+-n_-}, \tag{9}$$

which equals (7) for either sign of $m_z$, since numerator and denominator change sign together. The transverse curvature in the variables $m_x,m_y$ is $f^{\rm SF}/2$; the factor 2 comes from the $\tfrac12$ in (1).

In terms of energy, setting $N_{\uparrow\downarrow}=\eta$ gives $m_x^2+m_y^2=4|\eta|^2$ and $s=(m_z^2+4|\eta|^2)^{1/2}\simeq|m_z|+2|\eta|^2/|m_z|$. Then

$$\Delta e=e_s\,\frac{2|\eta|^2}{|m_z|}=f^{\rm SF}|\eta|^2+O(|\eta|^4). \tag{10}$$

A transverse component added at fixed $m_z$ lengthens $\mathbf m$, moving density $|\eta|^2/|m_z|$ from the local minority to the local majority spin. Where the majority potential is the deeper one, $f^{\rm SF}<0$.

### Vanishing polarization

At $m_z=0$ the ratio (7) reads $0/0$. Let $f_{\sigma\sigma'}=\partial^2e_{\rm LSDA}/\partial n_\sigma\partial n_{\sigma'}$. From (3), $\partial_s=\tfrac12(\partial_+-\partial_-)$, and applying it twice defines the longitudinal kernel

$$f^{\rm L}\equiv2e_{ss}=\tfrac12\,(f_{\uparrow\uparrow}-2f_{\uparrow\downarrow}+f_{\downarrow\downarrow}), \tag{11}$$

the derivative of $v_\uparrow-v_\downarrow$ with respect to $m_z$ at fixed $n$. Assume $e$ is smooth in $s$ near $s=0$. Evenness gives $e_s(n,0)=0$, so $2e_s(n,s)=\int_0^s2e_{ss}\,ds'$ and

$$f^{\rm SF}(n,s)=\frac1s\int_0^s f^{\rm L}(n,s')\,ds'. \tag{12}$$

On the curve of $v_\uparrow-v_\downarrow$ against $m_z$ at fixed $n$, the spin-flip kernel is the slope of the chord drawn from the origin, and $f^{\rm L}$ is the slope of the tangent. Odd derivatives of $e$ vanish at $s=0$, so $e_s=e_{ss}^0s+e_{ssss}^0s^3/6+\dots$ and $e_{ss}=e_{ss}^0+e_{ssss}^0s^2/2+\dots$, the superscript marking $s=0$. Hence

$$f^{\rm SF}=f_0+\tfrac13e^0_{ssss}s^2+O(s^4),\qquad f^{\rm L}=f_0+e^0_{ssss}s^2+O(s^4), \tag{13}$$

and since $f_{\uparrow\uparrow}=f_{\downarrow\downarrow}$ at $s=0$, (11) gives

$$\lim_{s\to0}f^{\rm SF}=f_0=\left(f_{\uparrow\uparrow}-f_{\uparrow\downarrow}\right)_{n_\uparrow=n_\downarrow=n/2}. \tag{14}$$

In this limit $e_s/s\to e_{ss}^0$ and (8) becomes $\tfrac12f_0\,\delta_{ab}$: an unpolarized point has no preferred axis. The kernel is finite and continuous across a surface on which $m_z$ changes sign. Near such a surface the ratio (7) loses digits by cancellation, and one may use $f^{\rm L}$ instead, with an absolute error $\tfrac23e^0_{ssss}s^2$ by (13). A model energy with a term linear in $|\mathbf m|$ would have $e_s(n,0^+)\neq0$, and (9) would diverge as $1/s$.

Slater exchange can be treated in closed form. With $e_x=-\tfrac34c\,(n_\uparrow^{4/3}+n_\downarrow^{4/3})$, $c=(6/\pi)^{1/3}$, one has $v_\sigma=-c\,n_\sigma^{1/3}$, $f_{\sigma\sigma}=-\tfrac13c\,n_\sigma^{-2/3}$ and $f_{\uparrow\downarrow}=0$. Setting $a^3=n_\uparrow$, $b^3=n_\downarrow$ and using $a^3-b^3=(a-b)(a^2+ab+b^2)$,

$$f_x^{\rm SF}=-\frac{c}{a^2+ab+b^2},\qquad f_{0x}=-\frac{c}{3}\left(\frac n2\right)^{-2/3}=-\frac23\left(\frac3\pi\right)^{1/3}n^{-2/3}, \tag{15}$$

where $6^{1/3}2^{2/3}=24^{1/3}=2\cdot3^{1/3}$. With $n_{\uparrow,\downarrow}=\tfrac n2(1\pm\zeta)$ and $m_z=\tfrac n2\,2\zeta$, dividing (7) and (11) by $f_{0x}$ gives

$$\frac{f_x^{\rm SF}}{f_{0x}}=\frac{3\left[(1+\zeta)^{1/3}-(1-\zeta)^{1/3}\right]}{2\zeta},\qquad \frac{f_x^{\rm L}}{f_{0x}}=\frac{(1+\zeta)^{-2/3}+(1-\zeta)^{-2/3}}2. \tag{16}$$

The odd terms of $(1+\zeta)^{1/3}$ are $\zeta/3$ and $\tfrac13(-\tfrac23)(-\tfrac53)\zeta^3/6=5\zeta^3/81$; the bracket is twice their sum, and the first ratio is $1+5\zeta^2/27+\dots$. The quadratic term of $(1+\zeta)^{-2/3}$ is $(-\tfrac23)(-\tfrac53)\zeta^2/2$, so the second is $1+5\zeta^2/9+\dots$, three times the correction as (13) requires. At $\zeta\to1$, $f_x^{\rm L}$ diverges as $(1-\zeta)^{-2/3}$. This singularity is integrable in (12), and $f_x^{\rm SF}/f_{0x}\to\tfrac32 2^{1/3}=1.89$.

### The spin-flip response equation

The Kohn-Sham density operator obeys $i\,\partial_tP=[H,P]$. The reference is block diagonal in spin, with blocks $P_\sigma,H_\sigma$, real orbitals $\phi_{p\sigma}$, energies $\varepsilon_{p\sigma}$ and occupations $o_{p\sigma}\in\{0,1\}$. In the first-order equation $i\,\partial_t\delta P=[H,\delta P]+[\delta V,P]$ the $\downarrow\uparrow$ block closes on itself, because $H$ and $P$ have no off-diagonal blocks:

$$i\,\partial_t\,\delta P_{\downarrow\uparrow}=H_\downarrow\delta P_{\downarrow\uparrow}-\delta P_{\downarrow\uparrow}H_\uparrow+\delta V_{\downarrow\uparrow}P_\uparrow-P_\downarrow\delta V_{\downarrow\uparrow}. \tag{17}$$

Put $\delta P_{\downarrow\uparrow}=e^{-i\omega t}\sum_{pq}Z_{pq}|p\!\downarrow\rangle\langle q\!\uparrow|$, so that $\delta N_{\downarrow\uparrow}=e^{-i\omega t}\sum Z_{pq}\phi_{p\downarrow}\phi_{q\uparrow}$. In the adiabatic approximation (7) holds at each instant. The $(p,q)$ element of (17) is

$$\omega Z_{pq}=(\varepsilon_{p\downarrow}-\varepsilon_{q\uparrow})Z_{pq}+d_{pq}\sum_{p'q'}K_{pq,p'q'}Z_{p'q'}, \tag{18}$$

$$d_{pq}=o_{q\uparrow}-o_{p\downarrow},\qquad K_{pq,p'q'}=\int\phi_{p\downarrow}\phi_{q\uparrow}\,f^{\rm SF}\,\phi_{p'\downarrow}\phi_{q'\uparrow}\,d^3r .$$

Pairs with $d=0$ are not driven by the potential and are set to zero. Pairs with $d=+1$ (occupied up, empty down) are the amplitudes $X$ of flips with $\Delta M_S=-1$; pairs with $d=-1$ are the backward amplitudes $Y$. Multiplying (18) by $d_{pq}$, with $d^2=1$, gives $QZ=\omega DZ$, where $D=\operatorname{diag}(d)$ and $Q=\operatorname{diag}[d\,(\varepsilon_{p\downarrow}-\varepsilon_{q\uparrow})]+K$ is symmetric. The natural norm is $Z^TDZ=\sum X^2-\sum Y^2$.

**The rotation mode.** Let $S_{pq}=\langle\phi_{p\downarrow}|\phi_{q\uparrow}\rangle$ be the spatial overlap and try $Z^0_{pq}=d_{pq}S_{pq}$. Each spin's full set of orbitals spans the same basis, so $\sum_pS_{pq}\phi_{p\downarrow}=\phi_{q\uparrow}$ and $\sum_qS_{pq}\phi_{q\uparrow}=\phi_{p\downarrow}$. The transition density is

$$\sum_{pq}(o_{q\uparrow}-o_{p\downarrow})S_{pq}\phi_{p\downarrow}\phi_{q\uparrow}=\sum_qo_{q\uparrow}\phi_{q\uparrow}^2-\sum_po_{p\downarrow}\phi_{p\downarrow}^2=m_z. \tag{19}$$

By (7), $f^{\rm SF}m_z=v_\uparrow-v_\downarrow$ (both sides vanish on the nodes), so the kernel term of (18) is $d_{pq}\langle p|v_\uparrow-v_\downarrow|q\rangle$. The eigenvalue equations, projected on functions of the basis, give $\langle p|H_\downarrow|q\rangle=\varepsilon_{p\downarrow}S_{pq}$ and $\langle p|H_\uparrow|q\rangle=\varepsilon_{q\uparrow}S_{pq}$. The kinetic, external and Hartree parts cancel in the difference:

$$(\varepsilon_{p\downarrow}-\varepsilon_{q\uparrow})S_{pq}=\langle p|v_\downarrow-v_\uparrow|q\rangle. \tag{20}$$

The two terms of (18) cancel and $\omega=0$, in any finite basis, for any self-consistent solution with $m_z\not\equiv0$, whether or not it fills the lowest orbitals. For a closed shell $S_{pq}=\delta_{pq}$ and $d_{pp}=0$, so $Z^0=0$ and no zero root follows. A magnetic field or spin-orbit coupling adds a spin-dependent term to the Hamiltonian, and (20) no longer holds. A uniform field acting on the spin shifts this root from zero to the Zeeman energy. With spin-orbit coupling the rotation of the spin alone is no longer a solution, although rotating spin and orbitals together still costs no energy in an isolated atom. Since $d^3=d$, the norm is $\sum(o_{q\uparrow}-o_{p\downarrow})S_{pq}^2=N_\uparrow-N_\downarrow$, using $\sum_pS_{pq}^2=\sum_qS_{pq}^2=1$. The backward part measures spin contamination. From $\hat S^2=\hat S_-\hat S_++\hat S_z(\hat S_z+1)$ and $\hat S_+=\sum S_{pq}a^\dagger_{q\uparrow}a_{p\downarrow}$, which on the Kohn-Sham determinant produces orthonormal determinants only for $p$ occupied and $q$ empty,

$$\sum (Y^0)^2=\langle\hat S^2\rangle-M_S(M_S+1). \tag{21}$$

The Tamm-Dancoff approximation (TDA) keeps only the $XX$ block $A$ of $Q$. The $X$ rows of $QZ^0=0$ read $AX^0=-K_{XY}Y^0$, which does not vanish in general for a contaminated reference, so the root is displaced. If $N_\uparrow\neq N_\downarrow$ and another kernel $f'$ replaces $f^{\rm SF}$, first-order perturbation of $QZ=\omega DZ$ gives $\omega\simeq Z^{0T}\Delta K\,Z^0/Z^{0T}DZ^0$, and by (19)

$$\omega\simeq\frac{1}{N_\uparrow-N_\downarrow}\int m_z^2\,(f'-f^{\rm SF})\,d^3r. \tag{22}$$

**Closed shells.** Now both spins share orbitals, $m_z=0$ everywhere and the kernel is $f_0$. With $i$ occupied, $a$ empty, $\Delta_{ia}=\varepsilon_a-\varepsilon_i$, $X_{ia}=Z_{ai}$ and $Y_{ia}=Z_{ia}$, both amplitudes multiply $\phi_i\phi_a$, and (18) becomes $\omega X=\Delta X+K(X+Y)$, $\omega Y=-\Delta Y-K(X+Y)$. The sum gives $\omega(X+Y)=\Delta(X-Y)$, the difference $\omega(X-Y)=(\Delta+2K)(X+Y)$, and with $F=\Delta^{-1/2}(X+Y)$

$$\Delta^{1/2}(\Delta+2K)\Delta^{1/2}F=\omega^2F. \tag{23}$$

The collinear $M_S=0$ triplets have $\delta n_\downarrow=-\delta n_\uparrow$. The Hartree term cancels and $\delta v_\uparrow=f_{\uparrow\uparrow}\delta n_\uparrow+f_{\uparrow\downarrow}\delta n_\downarrow=f_0\,\delta n_\uparrow$. The $\uparrow\uparrow$ block has the form of (17) with this kernel and leads to the same (23). The limit (14) thus makes the three components of each triplet degenerate.

### Worked example

The functional is Slater exchange with VWN5 correlation. The numerical check tests (5), (8), (10), (12)–(15), the expansion coefficients and the $\zeta=1$ value of (16) (symbolically, with the spin-flip $\zeta^2$ coefficient also compared with the functional), (19), (21), the zero mode and the closed-shell degeneracy.

**Uniform gas.** At $r_s=2$ bohr, $n=0.029842$ bohr$^{-3}$. For $\zeta=0.5$, $n_\uparrow=0.022381$ and $n_\downarrow=0.007460$ bohr$^{-3}$, with $v_\uparrow=-0.388587$ and $v_\downarrow=-0.314128$ Ha. Then

$$f^{\rm SF}=\frac{-0.074459}{0.022381-0.007460}=-4.990\ \text{Ha bohr}^3 .$$

The curvature (10), obtained by diagonalizing $N$ numerically and differencing the energy, agrees to all printed digits, $-4.99029$. Exchange alone gives $-7.186$, so correlation reduces the magnitude. At $\zeta=0$, $f_0=-6.0627-(-1.2530)=-4.8097$, against $f_{0x}=-6.8237$. In Ha bohr$^3$:

| $\zeta$ | $f^{\rm SF}$ | $f^{\rm L}$ |
|---|---|---|
| 0.01 | $-4.8098$ | $-4.8100$ |
| 0.1 | $-4.8185$ | $-4.8361$ |
| 0.5 | $-4.9903$ | $-5.2746$ |
| 0.9 | $-5.3229$ | $-7.7823$ |

At $\zeta=0.01$, $(f^{\rm SF}-f_0)/(f^{\rm L}-f_0)=0.33335$, the $\tfrac13$ of (13).

**Sulfur atom, $M_S=1$.** The unrestricted calculation in the cc-pVDZ basis has $3p_z$ doubly and $3p_x,3p_y$ singly occupied, fixed by symmetry. In this solution the occupied $3p_{z\downarrow}$ level ($-0.2137$ Ha) lies above the empty $3p_{x\downarrow}$ level ($-0.2161$ Ha). The state does not fill the lowest levels, but it is self-consistent, and self-consistency is all that (20) needs. The magnetization integrates to 2.00000 electrons, with $-0.00157$ from regions of negative $m_z$, so nodal surfaces are present; the program replaces the ratio (7) by $f^{\rm L}$ wherever $|m_z|<10^{-5}n$, as (13) permits.

With $\varepsilon_{3p_x\uparrow}=-0.2899$ Ha the bare gap is $\Delta=0.07372$ Ha $=2.006$ eV, the same for $y$. Keep first only the flips $x\!\uparrow\to x\!\downarrow$ and $y\!\uparrow\to y\!\downarrow$, with phases chosen so that $S_{pq}>0$. The computed elements are $K_{xx,xx}=-0.05397$ and $K_{xx,yy}=-0.01799$ Ha. Their ratio 3.00 follows from the axial symmetry of the density: the transition densities vary as $\cos^2\varphi$ and $\sin^2\varphi$ with a common factor, and the averages of $\cos^4\varphi$ and $\cos^2\varphi\sin^2\varphi$ are $\tfrac38$ and $\tfrac18$. The $2\times2$ problem has the roots $\Delta+K_{xx,xx}\pm K_{xx,yy}$:

$$0.07372-0.05397-0.01799=0.00176\ \text{Ha},$$
$$0.07372-0.05397+0.01799=0.03774\ \text{Ha}.$$

The symmetric combination is the dominant part of $Z^0$, since the overlap of the two $3p_x$ orbitals is 0.99954. With all 99 $X$ and 63 $Y$ pairs this root falls to $1.9\times10^{-10}$ Ha in magnitude, a numerical zero. Its norm is 2.000000, and $\sum(Y^0)^2=0.00117=2.00117-2$ as in (21). The TDA puts the root at $0.016$ eV. The kernel $f_0(n)$ moves it to $+0.067$ eV and $f^{\rm L}$ to $-0.102$ eV, the latter a spurious state below the reference. These signs are those of (22) if $f^{\rm L}<f^{\rm SF}<f_0$ where $m_z^2$ is large. That order holds in the table, and for exchange at any density by (12) and (16); with VWN5 correlation it is not general (at $r_s=10$ bohr and $\zeta=0.5$, $f^{\rm L}$ lies above $f^{\rm SF}$).

The lowering operator turns $|x\!\uparrow y\!\uparrow|$ into the symmetric sum of the two flips, so within the two-pair space the antisymmetric flip is the open-shell singlet, the $xy$ component of ${}^1D$. The full solution gives $0.0351$ Ha $=0.95$ eV. The measured ${}^3P$–${}^1D$ separation is roughly 1.1 eV; symmetry fixes the zero mode exactly, but this root carries the errors of adiabatic LSDA and of the small basis.

**Closed-shell S$^{4+}$.** In the same basis the $3s$–$3p$ orbital gap is $0.4503$ Ha. Equation (18), with the kernel obtained by extrapolating the ratio (7) of first derivatives to $\zeta=0$, gives the $3s\to3p$ triplet at $0.3753$ Ha $=10.21$ eV. The collinear $M_S=0$ calculation, built from the second derivatives $f_{\sigma\sigma'}$, gives the same value, and over all 72 roots the two spectra differ by at most $1.7\times10^{-12}$ Ha.

## Computed values

```
Uniform gas, Slater + VWN5; kernels in Ha bohr^3
rs = 2.0 bohr, n = 0.029842 bohr^-3
zeta=0.5: nu = 0.022381, nd = 0.007460 bohr^-3
zeta=0.5: vu = -0.388587, vd = -0.314128, vu-vd = -0.074459 Ha
zeta=0.5: f_sf = -4.99029, finite difference = -4.99029
zeta=0.5: exchange-only f_sf = -7.18561
zeta=0: fuu = -6.06266, fud = -1.25298, f0 = -4.80969, f0x = -6.82367
zeta=0.01: f_sf = -4.80978, f_long = -4.80995
zeta=0.1: f_sf = -4.81852, f_long = -4.83605
zeta=0.5: f_sf = -4.99029, f_long = -5.27457
zeta=0.9: f_sf = -5.32292, f_long = -7.78232
(f_sf-f0)/(f_long-f0) at zeta=0.01 = 0.33335
exchange zeta^2 coefficients: sf 5/27, long 5/9; f_sf/f0x(zeta=1) = 1.8899
S atom, M_S=1, UKS Slater+VWN5/cc-pVDZ
E = -396.71635 Ha, <S^2> = 2.00117, sum Y^2 of rotation mode = 0.00117
pairs: X 99, Y 63; norm X^2-Y^2 = 2.000000
integral of m_z = 2.00000, over m_z<0 = -0.00157 electrons
eps 3px up = -0.28985, 3px down (empty) = -0.21612 Ha
eps 3pz up = -0.24582, 3pz down = -0.21373 Ha
bare gap Delta = 0.07372 Ha = 2.006 eV
K_xx,xx = -0.05397 Ha, K_xx,yy = -0.01799 Ha, <3px d|3px u> = 0.99954
two-pair estimates: sym 0.00176 Ha, antisym 0.03774 Ha
rotation mode, full, f_sf:   |w| = 1.9e-10 Ha
rotation mode, TDA, f_sf:    w = 0.00058 Ha = 0.0157 eV
rotation mode, full, f0(n):  w = 0.00247 Ha = 0.0671 eV
rotation mode, full, f_long: w = -0.00376 Ha = -0.1024 eV
xx-yy flip, full, f_sf:      w = 0.03506 Ha = 0.9541 eV
S4+ ion, RKS Slater+VWN5/cc-pVDZ
E = -392.44795 Ha, 3s-3p orbital gap = 0.45029 Ha
3s->3p triplet, spin flip: 0.375333 Ha = 10.213 eV
3s->3p triplet, collinear M_S=0: 0.375333 Ha
largest deviation over 72 roots = 1.7e-12 Ha
```
